# The linear well g|x| in a static field, up to F = g

**Problem.** An electron moves on a line in the symmetric well \(g|x|\), with \(g>0\), and a static field is applied along the line. In Hartree atomic units, with electron charge \(-1\),

\[
H=\frac{p^2}{2}+g|x|+Fx,\qquad |F|<g .
\]

(a) Find the equation for the bound levels in terms of Airy functions. (b) Find the polarizability \(\alpha\) of each level, defined by \(E(F)=E(0)-\tfrac12\alpha F^2+O(F^4)\). (c) Describe how the energy behaves as \(F\to g\) from below. Use \(g=0.1\) hartree/bohr for numbers.

The levels are numbered \(n=0,1,2,\dots\) from the ground state. The slope of the potential is \(a=g+F\) on the right, and on the left the potential rises with slope \(b=g-F\) away from the origin.

## A tempting solution, which is wrong

The classical momentum is \(\sqrt{2(E-V)}\), and the action between the turning points is

\[
S=\int_0^{E/a}\!\sqrt{2(E-ax)}\,dx+\int_0^{E/b}\!\sqrt{2(E-by)}\,dy
=\frac{2\sqrt2}{3}E^{3/2}\left(\frac1a+\frac1b\right),
\]

where \(y=-x\) on the left. Since \(1/a+1/b=2g/(g^2-F^2)\), one argues as follows. Quantization fixes \(S\) for a given \(n\). The field does not change \(n\), so \(S\) keeps its zero-field value, and

\[
E_n(F)\overset{?}{=}E_n(0)\left(1-\frac{F^2}{g^2}\right)^{2/3}.
\]

If the correct Airy value is used for \(E_n(0)\), the formula is even right at \(F=0\). Expanding it gives \(1-\tfrac23F^2/g^2\), hence \(\alpha\overset{?}{=}\tfrac43E_n(0)/g^2\) for every level. Near \(F=g\) it gives \(E\overset{?}{=}E_n(0)\,(2\Delta/g)^{2/3}\) with \(\Delta=g-F\).

For the ground state at \(g=0.1\), where \(E_0(0)=0.174211\) hartree, this predicts \(\alpha=23.2\) a.u. The true value is 19.4 a.u. At \(F=0.99g\) it predicts \(0.174211\times0.0199^{2/3}=0.0128\) hartree, while the true level lies at 0.0167 hartree.

## Where the fault lies

The integral for \(S\) is correct. The faulty step is the claim that \(S\) stays fixed along a level. For low levels this is a serious error. For high levels \(S\) stays close to \((n+\tfrac12)\pi\) (within \(0.004\pi\) for \(n=10,11,40,41\) at \(F=0.1g\) and \(0.5g\)), and the claim then spoils only the behavior at the weakest fields and near \(F=g\). The phase rule behind it assumes that the potential changes little over a wavelength between the turning points. At \(x=0\) the slope jumps, and near \(F=g\) a low level has a classically allowed stretch on the steep side that is much shorter than a wavelength. The phase available to the wave then changes with \(F\). How much it changes can be found only from a solution that joins the two sides properly.

## The level equation

For \(x>0\) the Schrödinger equation is \(\psi''=2(ax-E)\psi\). Put \(\kappa_a=(2a)^{1/3}\) and \(\xi=\kappa_a(x-E/a)\). Then \(\psi''=\kappa_a^2\,d^2\psi/d\xi^2\), and the right side is \((2a/\kappa_a)\,\xi\psi=\kappa_a^2\xi\psi\). This leaves the Airy equation \(d^2\psi/d\xi^2=\xi\psi\). Its solution that decays for \(\xi\to\infty\) is \(\mathrm{Ai}(\xi)\). The left side is treated in the same way with \(y=-x\) and slope \(b\):

\[
\psi=\begin{cases}A\,\mathrm{Ai}\big(\kappa_a(x-E/a)\big), & x>0,\\ B\,\mathrm{Ai}\big(\kappa_b(-x-E/b)\big), & x<0.\end{cases}
\]

At the origin the arguments are \(-u_a\) and \(-u_b\), with

\[
u_s=\frac{\kappa_sE}{s}=\frac{2^{1/3}E}{s^{2/3}},\qquad s=a,b .
\]

The potential is finite at \(x=0\), so \(\psi\) and \(\psi'\) are continuous there:

\[
A\,\mathrm{Ai}(-u_a)=B\,\mathrm{Ai}(-u_b),\qquad
A\kappa_a\mathrm{Ai}'(-u_a)=-B\kappa_b\mathrm{Ai}'(-u_b).
\]

The minus sign comes from \(dy/dx=-1\). A nonzero pair \((A,B)\) exists when the determinant of these two equations vanishes. After division by \(2^{1/3}\) this reads

\[
a^{1/3}\mathrm{Ai}'(-u_a)\mathrm{Ai}(-u_b)+b^{1/3}\mathrm{Ai}'(-u_b)\mathrm{Ai}(-u_a)=0. \tag{1}
\]

Equation (1) answers (a). It is kept as a product because a quotient \(\mathrm{Ai}'/\mathrm{Ai}\) would be undefined for states with a node at the origin.

At \(F=0\) we have \(a=b=g\), and (1) becomes \(2g^{1/3}\mathrm{Ai}'(-u)\mathrm{Ai}(-u)=0\). Zeros of \(\mathrm{Ai}'\) give \(\psi'(0)=0\), the even states. Zeros of \(\mathrm{Ai}\) give \(\psi(0)=0\), the odd states. The two sets alternate, beginning with \(\mathrm{Ai}'\), so even \(n\) belongs to even states. Writing

\[
E=\frac{g^{2/3}}{2^{1/3}}\,\varepsilon ,
\]

the lowest values are \(\varepsilon=1.018793,\ 2.338107,\ 3.248198,\ 4.087949\). The energy unit is 0.170998 hartree for \(g=0.1\), so \(E_0=0.170998\times1.018793=0.174211\) hartree, or 4.74 eV.

## The polarizability

Let \(f=F/g\). Then \(a=g(1+f)\), \(b=g(1-f)\), \(u_a=\varepsilon(1+f)^{-2/3}\) and \(u_b=\varepsilon(1-f)^{-2/3}\). Reflection \(x\to-x\) turns \(F\) into \(-F\), so \(\varepsilon\) is even in \(f\). The zero-field roots are simple, because \(\mathrm{Ai}\) and \(\mathrm{Ai}'\) never vanish together. The shift \(\delta\varepsilon\) from the zero-field value \(\varepsilon_0\) therefore begins at order \(f^2\).

**Even states.** Define \(L(u)=\mathrm{Ai}'(-u)/\mathrm{Ai}(-u)\). The Airy equation gives \(\mathrm{Ai}''(-u)=-u\,\mathrm{Ai}(-u)\), so

\[
L'=\frac{-\mathrm{Ai}''(-u)}{\mathrm{Ai}(-u)}+\frac{\mathrm{Ai}'(-u)^2}{\mathrm{Ai}(-u)^2}=u+L^2,\qquad L''=1+2LL'. \tag{2}
\]

Near an even level \(\mathrm{Ai}(-u)\ne0\), and (1) may be divided by \(g^{1/3}\mathrm{Ai}(-u_a)\mathrm{Ai}(-u_b)\):

\[
G(f)+G(-f)=0,\qquad G(f)=s^{1/3}L(u),\quad s=1+f,\quad u=\varepsilon s^{-2/3}.
\]

Odd powers of \(f\) cancel in the sum. To order \(f^2\) what remains is \(2L'(\varepsilon_0)\,\delta\varepsilon+f^2G_{ff}=0\), with \(G_{ff}\) taken at \(f=0\), \(\varepsilon=\varepsilon_0\). At \(s=1\) the derivatives of \(u\) are \(u_s=-\tfrac23\varepsilon_0\) and \(u_{ss}=\tfrac{10}{9}\varepsilon_0\). By the product and chain rules,

\[
G_{ff}=-\tfrac29L+\tfrac23L'u_s+L''u_s^2+L'u_{ss}.
\]

At an even level \(L=0\), and (2) gives \(L'=\varepsilon_0\), \(L''=1\). Hence

\[
G_{ff}=-\tfrac49\varepsilon_0^2+\tfrac49\varepsilon_0^2+\tfrac{10}{9}\varepsilon_0^2=\tfrac{10}{9}\varepsilon_0^2,
\qquad \delta\varepsilon=-\frac{f^2G_{ff}}{2\varepsilon_0}=-\tfrac59\varepsilon_0f^2 .
\]

**Odd states.** Here \(L\) diverges, so use \(M=1/L\), which vanishes at the level. From (2),

\[
M'=-\frac{L'}{L^2}=-(1+uM^2),\qquad M''=-(M^2+2uMM'). \tag{3}
\]

At the level \(M=0\), \(M'=-1\), \(M''=0\). The condition \(G(f)=-G(-f)\) is equivalent to \(K(f)+K(-f)=0\) with \(K=1/G=s^{-1/3}M(u)\). The term with \(M\) itself and the term with \(M''\) drop out of the second derivative:

\[
K_{ff}=-\tfrac23M'u_s+M'u_{ss}=-\tfrac49\varepsilon_0-\tfrac{10}{9}\varepsilon_0=-\tfrac{14}{9}\varepsilon_0 .
\]

Then \(2M'\delta\varepsilon+f^2K_{ff}=0\) gives \(\delta\varepsilon=-\tfrac79\varepsilon_0f^2\).

Setting \(\delta E=-\tfrac12\alpha F^2\) with \(F=gf\) answers (b):

\[
\alpha_n=\frac{10}{9}\,\frac{E_n(0)}{g^2}\quad(n\text{ even}),\qquad
\alpha_n=\frac{14}{9}\,\frac{E_n(0)}{g^2}\quad(n\text{ odd}). \tag{4}
\]

The tempting coefficient \(\tfrac43=\tfrac{12}{9}\) is the mean of the two. It is 20% too large for even states and 14% too small for odd ones, relative to the true values, and these percentages do not shrink as \(n\) grows. They concern the limit \(F\to0\) at fixed \(n\). At a fixed field the tempting formula becomes accurate for high levels: at \(F=0.1g\) it gives the levels \(n=40\) and \(41\) to about one part in \(10^{6}\).

**Numbers.** For the ground state \(\alpha_0=\tfrac{10}{9}\times0.174211/0.01=19.357\) a.u., or \(3.19\times10^{-40}\) C² m²/J. Second-order perturbation theory gives the same quantity as

\[
\alpha_0=2\sum_k\frac{|\langle k|x|0\rangle|^2}{E_k-E_0},
\]

where only odd states contribute. Summed over 30 of them with matrix elements from quadrature, it also yields 19.357 a.u. The first odd state supplies 99.7% of the sum, about 19.30 a.u.

For \(n=1\), equation (4) gives 62.19 a.u. The coupling to the ground state enters \(\alpha_1\) with the opposite energy denominator and contributes \(-19.30\) a.u., so the states above must contribute \(+81.49\) a.u. The next level, \(n=2\), has the slightly smaller value 61.71 a.u. although it lies higher. Its energy is larger by the factor \(0.555434/0.399811=1.389\), which does not quite make up for the ratio \(14/10\) of the coefficients.

The quadratic law has a limited range, which narrows as \(n\) grows: at \(F=0.1g\) it misses the shift of the level by 0.2% for \(n=0\), by 11% for \(n=10\) and by 17% for \(n=40\). For the ground state at \(F=0.25g\) it gives 0.16816 hartree against the correct 0.16807. At \(F=0.5g\) it is 1.1% too high. At \(F=0.99g\) it gives 0.0794 hartree where the level is at 0.0167 hartree.

## The approach to F = g

Now \(b=\Delta\to0^+\) and \(a=2g-\Delta\). Introduce \(\eta=(b/a)^{1/3}\). The definition of \(u_s\) gives \(u_a=\eta^2u_b\). Dividing (1) by \(a^{1/3}\mathrm{Ai}'(-u_b)\mathrm{Ai}(-u_a)\), which is nonzero near the roots found below, gives

\[
M(u_b)\,L(\eta^2u_b)+\eta=0. \tag{5}
\]

**Leading order.** Divide (1) by \(a^{1/3}\) and let \(\eta\to0\) at bounded \(u_b\). The left side tends to \(\mathrm{Ai}'(0)\mathrm{Ai}(-u_b)\). This function has simple zeros and does not vanish at \(u_b=0\), so no root is lost or gained at the bottom of the spectrum. Level \(n\) therefore tends to \(u_b=z\), where \(z\) is the \((n+1)\)-th positive zero of \(\mathrm{Ai}(-z)\). This holds for both former parities.

**Corrections.** Let

\[
c=-\frac{\mathrm{Ai}'(0)}{\mathrm{Ai}(0)}=\frac{3^{1/3}\,\Gamma(2/3)}{\Gamma(1/3)}=0.729011 ,
\]

so that \(L(0)=-c\). At \(\eta=0\), \(u_b=z\), the derivative of the left side of (5) with respect to \(u_b\) is \(M'(z)L(0)=(-1)(-c)=c\neq0\). By the implicit function theorem \(u_b\) is an analytic function of \(\eta\) near \(\eta=0\), and it can be found as a power series.

Write \(u_b=z+\delta\). Differentiating (3) once more at \(M=0\), \(M''=0\) leaves \(M'''=-2zM'^2=-2z\), so

\[
M(z+\delta)=-\delta-\tfrac13z\delta^3+O(\delta^4).
\]

From (2), \(L'(0)=c^2\), so \(L(w)=-c+c^2w+O(w^2)\). Equation (5) then gives

\[
M(u_b)=-\frac{\eta}{L(\eta^2u_b)}=\frac{\eta}{c}\left(1+c\,\eta^2u_b+O(\eta^4)\right)=\frac{\eta}{c}+z\eta^3+O(\eta^4),
\]

where \(u_b=z+O(\eta)\) was used in the last step. Equating the two expressions for \(M\),

\[
\delta=-\frac{\eta}{c}-z\eta^3-\tfrac13z\delta^3+O(\eta^4).
\]

To the order needed, \(\delta^3=-\eta^3/c^3\). Therefore

\[
u_b=z-\frac{\eta}{c}+z\left(\frac{1}{3c^3}-1\right)\eta^3+O(\eta^4).
\]

The energy is \(E=2^{-1/3}\Delta^{2/3}u_b\), and \(\eta=(\Delta/2g)^{1/3}\,[1+O(\Delta)]\). The bracket changes \(E\) only at order \(\Delta^2\). Since \(2^{-1/3}(2g)^{-1/3}=(4g)^{-1/3}\), the answer to (c) is

\[
E=C_1\Delta^{2/3}-C_2\Delta+C_3\Delta^{5/3}+O(\Delta^2), \tag{6}
\]

\[
C_1=\frac{z}{2^{1/3}},\qquad C_2=\frac{1}{c\,(4g)^{1/3}},\qquad
C_3=\frac{z}{2^{1/3}\,2g}\left(\frac1{3c^3}-1\right).
\]

The energy goes continuously to zero, but it is a power series in \(\Delta^{1/3}\), not in \(\Delta\). The point \(F=g\) is a cube-root branch point.

**Meaning of the terms.** The first term is the energy in a ramp of slope \(\Delta\) closed by a hard wall at \(x=0\). On the scale of the spread-out state the steep side acts as such a wall. The wall is slightly soft. At \(E\approx0\) the wave on the steep side has \(\psi'/\psi=-c(4g)^{1/3}\) at the origin, so its tangent there reaches zero at \(x=C_2\). The effective wall stands at \(C_2\) instead of 0. The ramp, continued to that point, reaches down to \(-\Delta C_2\), which lowers the energy by the second term.

**Numbers.** For the ground state \(z=2.338107\), and in atomic units \(C_1=1.8558\), \(C_2=1.8617\), \(C_3=-1.2958\). At \(\Delta=0.01g=0.001\) hartree/bohr, \(\Delta^{2/3}=0.01\) and \(\Delta^{5/3}=10^{-5}\), so

\[
E=0.018558-0.001862-0.000013=0.016683\ \text{hartree},
\]

which is the root of (1) to the digits shown. Even at \(\Delta=0.1g\) three terms give 0.06692 hartree against 0.06689.

## What diverges, and what lies beyond

Since \(\partial H/\partial F=x\), the Hellmann–Feynman theorem gives \(\langle x\rangle=dE/dF=-dE/d\Delta\). Differentiating (6),

\[
\langle x\rangle=-\tfrac23C_1\Delta^{-1/3}+C_2-\tfrac53C_3\Delta^{2/3}+O(\Delta),
\]

\[
-\frac{d^2E}{dF^2}=\tfrac29C_1\Delta^{-4/3}+O(\Delta^{-1/3}).
\]

The energy stays finite while the electron drifts without limit to the left, and the differential polarizability diverges more strongly still. At \(\Delta=0.01g\) the three terms for the mean position are \(-12.372+1.862+0.022=-10.488\) bohr, and the wavefunction computed on a grid gives \(-10.488\) bohr. The differential polarizability is about 4139 a.u., some 214 times the zero-field value. Its leading term alone is 4124 a.u.

Every fixed level falls to zero, and the spacings close as \(\Delta^{2/3}\). The limit is not uniform in \(n\): the expansion of \(L\) needs \(u_a\approx z(\Delta/2g)^{2/3}\ll1\), so higher levels reach the regime of (6) later.

At \(F=g\) the potential is zero for all \(x<0\). For \(E>0\) the solutions there are standing waves of constant amplitude, which cannot be normalized. Because \(V\ge0\), no bound state has \(E<0\), and at \(E=0\) the solution on the left is a straight line, again not normalizable. No bound state remains. For \(F>g\) the potential falls without bound on the left. The solutions there oscillate with \(|\psi|^2\) decreasing only as \(|x|^{-1/2}\), so the electron is not held. For \(g=0.1\) hartree/bohr the critical field is \(5.14\times10^{10}\) V/m.

The branch point also limits the Taylor series of \(E\) in powers of \(F\). A radius of convergence larger than \(g\) would make \(E\) analytic at \(F=g\), contrary to (6). The radius is therefore at most \(g\). Singularities at complex \(F\) can make it smaller. The growth of the perturbation coefficients up to order 30 indicates a radius of roughly \(0.4g\) for \(n=3\), \(0.2g\) for \(n=10\) and \(0.1g\) for \(n=21\); this is numerical evidence, not a proof.

## The fault measured

The action that was held fixed can now be followed along the true level. In the present variables \(S=\tfrac23(u_a^{3/2}+u_b^{3/2})\). For the ground state it starts at

\[
S(0)=\tfrac43(1.018793)^{3/2}=1.371=0.436\,\pi
\]

and tends, as \(F\to g\), to

\[
S\to\tfrac23(2.338107)^{3/2}=2.383=0.759\,\pi .
\]

The phase grows by almost three quarters of its initial value. This is why the tempting formula has the right exponent \(\tfrac23\) but the wrong prefactor: its ratio to the true leading term is \((1.371/2.383)^{2/3}=0.69\).

At weak field the change follows from (4). With \(S\propto E^{3/2}/(1-f^2)\), the relative change is \(\tfrac32(-\tfrac59)f^2+f^2=+\tfrac16f^2\) for even states and \(\tfrac32(-\tfrac79)f^2+f^2=-\tfrac16f^2\) for odd ones. A second-order coefficient such as \(\alpha\) is sensitive to precisely this change.

The level equation (1) was also compared with direct diagonalization of \(H\) on a grid, for the four lowest levels at \(F/g=0,\ 0.3,\ 0.7\) and \(0.99\). The largest difference is below \(10^{-9}\) hartree, as the numerical output shows.

## Calculated quantities

```
slope g = 0.1 hartree/bohr; critical field = 5.1422e+10 V/m
length unit (2g)^(-1/3) = 1.70998 bohr
energy unit g^(2/3)/2^(1/3) = 0.170998 hartree
first zeros of Ai'(-z): [1.018793 3.248198]
first zeros of Ai(-z): [2.338107 4.087949 5.52056 ]
c = -Ai'(0)/Ai(0) = 0.729011
largest Airy-grid level difference = 7.5e-10 hartree
n, E_n (hartree), alpha formula, alpha from grid (a.u.):
  0  0.174211  19.3568  19.3568
  1  0.399811  62.1928  62.1928
  2  0.555434  61.7149  61.7149
  3  0.699030  108.7379  108.7374
ground level = 4.7405 eV
ground alpha = 3.1915e-40 C^2 m^2/J
ground alpha, sum over 30 odd states = 19.35679 a.u.
share of first odd state in the sum = 0.99706
F/g, ground E exact, quadratic law (hartree):
  0.10  0.173241  0.173243
  0.25  0.168066  0.168162
  0.50  0.148317  0.150015
  0.75  0.109087  0.119770
  0.90  0.066895  0.095816
  0.99  0.016683  0.079353
series coefficients for the ground level (a.u.):
  C1 = 1.855757, C2 = 1.861712, C3 = -1.295762
gap/g, E exact, one, two, three terms (hartree):
  1e-01  0.06689479  0.08613661  0.06751949  0.06691805
  1e-02  0.01668291  0.01855757  0.01669586  0.01668290
  1e-03  0.00381166  0.00399811  0.00381194  0.00381166
  1e-04  0.00084274  0.00086137  0.00084275  0.00084274
At gap = 0.01 g, ground state:
  mean x from grid wavefunction = -10.4883 bohr
  dE/dF from Airy levels = -10.4887 bohr
  mean x, one term = -12.3717 bohr
  mean x, two terms = -10.5100 bohr
  mean x, three terms = -10.4884 bohr
  -d2E/dF2 from Airy levels = 4138.9 a.u.
  -d2E/dF2, leading term = 4123.9 a.u.
```
